# How Compressive Strain Lowers the Transparency Density of a Quantum Well

## 1. Definitions and conventions

An undoped quantum well holds equal sheet densities $n$ of electrons and holes, each in thermal equilibrium within its own bands at temperature $T$. Electron energies are measured upward from the lowest conduction subband edge. Hole energies are measured downward from the highest valence subband edge, called HH1, so both are positive into the band. The quasi-Fermi energies, measured in the same way and divided by $kT$, are $x_e$ and $x_h$.

The transparency density $n_{tr}$ is the density at which the first optical transition passes from absorption to gain. It is not the threshold density of a laser, which is higher because gain must also cover losses.

For a vertical transition, stimulated emission needs an electron and a hole, while absorption needs both to be missing. The net rate is proportional to

$$f_ef_h-(1-f_e)(1-f_h)=f_e+f_h-1 .$$

With $f_i=1/(1+e^{u_i-x_i})$ and $u_i=E_i/kT$, the condition $f_e>1-f_h$ reads $u_e-x_e<-(u_h-x_h)$, or $u_e+u_h<x_e+x_h$. The band edge, $u_e=u_h=0$, satisfies it first. Transparency is therefore

$$x_e+x_h=0,\qquad n=p .$$

## 2. The hole mass at fixed electron mass

Take one parabolic subband of each kind. With two spins and $k\,dk=m_i\,dE/\hbar^2$,

$$n=\frac1\pi\int_0^\infty f_i\,k\,dk=N_i\int_0^\infty\frac{du}{1+e^{u-x_i}}=N_i\ln(1+e^{x_i}),\qquad N_i=\frac{m_ikT}{\pi\hbar^2}.$$

The integral follows from the antiderivative $-\ln(1+e^{x_i-u})$. Since $1+e^{x_i}=e^{n/N_i}$, the occupation of the band edge is

$$f_i(0)=1-\frac1{1+e^{x_i}}=1-e^{-n/N_i}.$$

At transparency the two edge occupations add to one, so

$$e^{-a}+e^{-b}=1,\qquad a=\frac{n_{tr}}{N_c},\quad b=\frac{n_{tr}}{N_v}.\tag{1}$$

A heavy hole band spreads its carriers over many states, and its edge is poorly filled. The electron edge must then be filled well beyond one half, which costs density.

Now vary $m_v$ at fixed $m_c$. Then $da=a\,d\ln n_{tr}$ and $db=b\,(d\ln n_{tr}-d\ln m_v)$. Differentiating (1) gives $e^{-a}da+e^{-b}db=0$, hence

$$\frac{d\ln n_{tr}}{d\ln m_v}=\frac{b\,e^{-b}}{a\,e^{-a}+b\,e^{-b}} .\tag{2}$$

This lies between 0 and 1: a lighter hole lowers $n_{tr}$, but less than proportionally.

For $m_v\gg m_c$, $b$ is small and (1) becomes $e^{-a}\approx b=a\,m_c/m_v$, or $a\,e^{a}\approx m_v/m_c$. The transparency density then grows roughly as the logarithm of the hole mass, and (2) tends to $1/(1+a)$.

## 3. Joint density and imbalance

Let $f$ be the electron edge occupation at transparency. Then $e^{-a}=1-f$ and, by (1), $e^{-b}=f$. Adding the logarithms,

$$a+b=n_{tr}\left(\frac1{N_c}+\frac1{N_v}\right)=-\ln[f(1-f)].$$

With $N_r=N_cN_v/(N_c+N_v)$, this is

$$n_{tr}=N_r\,\Phi,\qquad \Phi=-\ln[f(1-f)]\ge\ln4 .\tag{3}$$

The factor $N_r$ contains the reduced mass, $1/m_r=1/m_c+1/m_v$, and so measures the joint density of states for vertical transitions. The factor $\Phi$ measures imbalance. It depends on the mass ratio alone, because

$$\frac{m_v}{m_c}=\frac ab=\frac{\ln(1-f)}{\ln f},$$

which rises steadily with $f$ and equals one at $f=1/2$. There $f(1-f)$ has its maximum, $1/4$, and $\Phi$ its minimum, $\ln4$.

This gives "more equal densities of states" a precise meaning: at fixed reduced mass, equal masses give the lowest $n_{tr}$. Without that constraint, equality is not a sufficient cause. At 300 K, masses of $0.10$ and $0.10\,m_0$ give $n_{tr}=0.749$, while $0.05$ and $0.15\,m_0$ give $0.619$, in units of $10^{12}\ \mathrm{cm^{-2}}$ used for all densities below. The unequal pair has the same sum but a smaller reduced mass. Likewise, with $m_c=0.05\,m_0$, lowering $m_v$ from $0.05$ to $0.03\,m_0$ lowers $n_{tr}$ from $0.374$ to $0.287$, although the masses become less equal.

When $m_v>m_c$, making the hole lighter reduces both factors in (3) until the masses are equal. This is the case that matters here.

## 4. What strain does to the valence edge

Let the in-plane strain be $\epsilon$, negative in compression. The surface normal is free of stress, so $2C_{12}\epsilon+C_{11}\epsilon_{zz}=0$ and $\epsilon_{zz}=-2(C_{12}/C_{11})\epsilon$.

Apart from a common shift, the strain term in the hole energy is $b_s\sum_i\epsilon_{ii}(J_i^2-\tfrac54)$, where $J_i$ are spin-3/2 matrices and $b_s<0$ is the shear deformation potential. Using $J_x^2+J_y^2=\tfrac{15}4-J_z^2$, it becomes

$$b_s(\epsilon_{zz}-\epsilon)\left(J_z^2-\tfrac54\right).$$

The last bracket is $+1$ for heavy holes ($J_z=\pm\tfrac32$) and $-1$ for light holes ($J_z=\pm\tfrac12$). The light-hole energy minus the heavy-hole energy therefore changes by

$$\Delta=-2b_s(\epsilon_{zz}-\epsilon)=2b_s\epsilon\left(1+\frac{2C_{12}}{C_{11}}\right).\tag{4}$$

Compression makes $\Delta$ positive: light holes move away from the gap relative to heavy holes. With the zero of energy at the heavy-hole edge, strain enters as $\Delta$ acting on the light-hole components alone.

## 5. Why this changes the in-plane mass

Use the spherical four-band Luttinger model, without the split-off band, and infinite barriers a distance $L$ apart. With $A=\hbar^2/2m_0$, the kinetic energy is

$$H=A\left[\left(\gamma_1+\tfrac52\gamma\right)(k^2+k_z^2)-2\gamma(\mathbf k\cdot\mathbf J)^2\right],$$

where $k$ is the in-plane wavevector, taken along $x$. Then

$$(\mathbf k\cdot\mathbf J)^2=k^2J_x^2+k_z^2J_z^2+kk_z(J_xJ_z+J_zJ_x).$$

The diagonal elements of $J_x^2$ are $\tfrac34$ for heavy and $\tfrac74$ for light holes; those of $J_z^2$ are $\tfrac94$ and $\tfrac14$. The diagonal energies are

$$\begin{aligned}
\text{heavy:}&\quad A[(\gamma_1+\gamma)k^2+(\gamma_1-2\gamma)k_z^2],\\
\text{light:}&\quad A[(\gamma_1-\gamma)k^2+(\gamma_1+2\gamma)k_z^2]+\Delta .
\end{aligned}$$

Without mixing, the heavy hole would have the small in-plane mass $m_0/(\gamma_1+\gamma)$, whatever the strain. Mixing comes from the off-diagonal elements, of magnitude $2\sqrt3\,\gamma A\,kk_z$ and $\sqrt3\,\gamma A\,k^2$. Strain acts on the heavy-hole mass through these terms.

**Near the edge.** To order $k^2$, the term linear in $k$ matters, taken to second order. It couples HH1 to light-hole levels LH$n$ with even $n$. For sine envelopes, the magnitude of the matrix element of $k_z=-i\,d/dz$ is

$$\begin{aligned}
D_{n1}&=\frac{2\pi}{L^2}\int_0^L\sin\frac{n\pi z}{L}\cos\frac{\pi z}{L}\,dz\\
&=\frac1L\left[\frac2{n+1}+\frac2{n-1}\right]=\frac{4n}{L(n^2-1)} .
\end{aligned}$$

Second-order repulsion lowers the HH1 hole energy by the squared coupling over the level separation. Dividing the $k^2$ coefficient by $A$,

$$\frac{m_0}{m_{\rm HH1}}=\gamma_1+\gamma-12\gamma^2\sum_{n\ \rm even}\frac{A\,D_{n1}^2}{E_{{\rm LH}n}+\Delta-E_{\rm HH1}},\tag{5}$$

where the level energies are the unstrained ones, measured from the bulk heavy-hole edge. A larger $\Delta$ reduces the subtraction and makes the hole lighter.

**At all wavevectors.** Holes at room temperature reach beyond the range of (5). A more general argument uses the derivative of a normalized eigenstate's energy with respect to $\Delta$:

$$\frac{\partial E_j(k)}{\partial\Delta}=w_j^{\rm LH}(k)\ge0,\tag{6}$$

where $w_j^{\rm LH}$ is the light-hole weight of the state. At level crossings the ordered energies still cannot fall, because the added operator is non-negative. The HH1 edge at $k=0$ is purely heavy and stays fixed. At a given $x_h$, every other hole state therefore moves deeper or stays put, and the hole density $p(x_h)$ falls.

Transparency requires $n(x_e)=p(-x_e)$. The left side rises with $x_e$ and the right side falls. Lowering $p$ shifts the crossing to smaller $x_e$, and hence to smaller density. Within this model, with the HH1 edge the lowest hole state and the electron band fixed, compression lowers $n_{tr}$ without any parabolic approximation.

## 6. A worked well

Take round parameters: $\gamma_1=10$, $\gamma=4$, $m_c=0.05\,m_0$, $L=8$ nm, $T=300$ K, $b_s=-2$ eV and $C_{12}/C_{11}=0.5$. One electron subband is kept. For $\epsilon=-1\%$, equation (4) gives

$$\Delta=2(-2\ \mathrm{eV})(-0.01)(1+1)=0.080\ \mathrm{eV}.$$

**The edge mass is a small part of the story.** It falls from $0.0839$ to $0.0816\,m_0$, about 3%. The dominant partner in (5), LH2, is already far away: its energy is $4\times105.8=423$ meV against 11.8 meV for HH1. Strain widens this separation from 411 to 491 meV, a modest change.

**The thermal density of states changes much more.** Define the thermal mass of subband $j$ by

$$M_j=\frac{\hbar^2}{kT}\int_0^\infty k\,e^{-[E_j(k)-E_1(0)]/kT}\,dk .$$

For a parabolic subband this gives its mass times the Boltzmann factor of its edge. The results are:

| Strain | HH1 thermal mass / $m_0$ | All subbands / $m_0$ |
|---|---:|---:|
| 0 | 0.312 | 0.399 |
| −1% | 0.134 | 0.189 |

The unstrained HH1 subband is strongly nonparabolic: its thermal mass is nearly four times its edge mass. The total falls by $0.210\,m_0$, of which HH1 supplies $0.178\,m_0$, or about 85%. The "in-plane heavy-hole mass" that matters is thus an average over occupied wavevectors, not the curvature at $k=0$.

The higher subbands supply the rest. HH2 is repelled mainly by LH1, only $105.8-47.0=58.8$ meV away without strain. In the analogue of (5), LH1 subtracts 13.8 from $\gamma_1+\gamma=14$, and LH3 and higher levels subtract a further 3.1. The inverse edge mass is $-2.96/m_0$ as $k\to0$ ($-2.95$ at the finite $k=0.01\ \mathrm{nm^{-1}}$ used in the output), so the hole energy first falls as $k$ increases. Strain widens the separation to 138.8 meV and turns the inverse mass to $+5.26/m_0$.

**Transparency.** The full subbands give $n_{tr}=0.916$ without strain and $0.700$ at $-1\%$, a reduction of 24%. To use (3), define an effective hole mass that reproduces the full hole density at transparency. It is $0.418\,m_0$ before and $0.203\,m_0$ after, so the ratio to the electron mass falls from 8.4 to 4.1. The two factors are

$$\begin{aligned}
0\%:&\quad 0.4823\times1.8983=0.916,\\
-1\%:&\quad 0.4331\times1.6157=0.700 .
\end{aligned}$$

Here $N_r$ is built from the effective mass, so it is an effective joint density, not the exact one for vertical transitions between nonparabolic bands. It falls by 10% and the imbalance factor by 15%. The logarithms of the two ratios, $\ln0.8981=-0.107$ and $\ln0.8512=-0.161$, assign about 40% of the logarithmic reduction to the smaller effective joint density and 60% to better balance. The bands remain far from equal, and $\Phi$ is still 17% above its minimum of 1.386.

**Mixing against simple depopulation.** If the off-diagonal terms are removed, the heavy subbands no longer depend on $\Delta$. Strain can then act just by emptying light-hole subbands, and it lowers $n_{tr}$ by 2.3% instead of 24%. In this well, weaker mixing is the main cause. The margin is inflated by the infinite barriers, which place LH1 94 meV beyond HH1. With a 350 meV barrier and unchanged Luttinger parameters, LH1 lies only about 48 meV beyond HH1, and depopulation alone gives about 10% against a full reduction of about 25%.

**More strain.** At $0$, $-0.5$, $-1.0$ and $-1.5\%$, $n_{tr}$ is $0.916$, $0.781$, $0.700$ and $0.652$. Each further half per cent gains less. As $\Delta\to\infty$ at fixed heavy-hole energies, the light-hole components disappear and the heavy subbands approach the unmixed mass, $0.071\,m_0$. No further reduction is then available from this mechanism.

## 7. Where the argument needs care

Tensile strain reverses the sign of $\Delta$. By (6), $n_{tr}$ then rises while the HH1 edge remains the lowest hole state; once another state takes its place, $x_e+x_h$ at transparency must equal the smallest $u_e+u_h$ of any allowed vertical transition. This need not occur at the new hole edge: if that edge lies at $k\ne0$, the electron at the same $k$ also costs energy. Doping breaks $n=p$ and changes the balance in (1). Finite barriers, the split-off band and strain-dependent electron masses alter the numbers, as do carrier interactions. The LH2 level at 423 meV lies above typical valence barriers and split-off energies. With a 350 meV barrier the edge mass falls by about 8% rather than 3%, and a split-off band at 350 meV lowers the 24% reduction to about 20%. In real wells compression also comes with a change of alloy, which changes the masses that were held fixed here. The strain must also remain elastic: a relaxed layer loses the splitting on which the effect rests.

A smaller reduced mass has a cost. At fixed optical matrix element, the band-edge gain under full inversion is proportional to the reduced mass at the edge, so the ceiling on this gain falls too. In the worked well the edge masses apply here, and the fall at $-1\%$ strain is only about 1% (about 3% with a 350 meV barrier). A lower transparency density therefore does not by itself fix the change in threshold. The numerical output below gives the values used here in more detail.

## Computed results

```
Luttinger parameters gamma1, gamma: 10.0, 4.0
Well width: 8.0 nm; temperature: 300 K
Thermal energy kT: 25.85 meV
Electron mass: 0.050 m0
Electron Nc: 0.5400 x 10^12 cm^-2
Deformation potential b: -2.0 eV
Elastic ratio C12/C11: 0.50
Splitting at -1% strain: 80.0 meV
Unmixed in-plane HH mass: 0.0714 m0
Unstrained HH1, HH2, LH1 edges: 11.75, 47.00, 105.76 meV
Largest subband difference, two methods: 0.011 meV
Strain 0%: HH1 edge mass 0.0839 m0
Strain 0%: HH2 edge inverse mass -2.95 /m0
Strain 0%: HH1 thermal mass 0.3123 m0
Strain 0%: all-subband thermal mass 0.3989 m0
Strain 0%: effective hole mass at n_tr 0.4182 m0
Strain 0%: hole/electron mass ratio 8.364
Strain 0%: edge occupations e, h 0.8165, 0.1835
Strain 0%: joint density Nr 0.4823 x 10^12 cm^-2
Strain 0%: imbalance factor Phi 1.8983
Strain 0%: n_tr from thermal mass 0.9006 x 10^12 cm^-2
Strain -1%: HH1 edge mass 0.0816 m0
Strain -1%: HH2 edge inverse mass 5.26 /m0
Strain -1%: HH1 thermal mass 0.1340 m0
Strain -1%: all-subband thermal mass 0.1889 m0
Strain -1%: effective hole mass at n_tr 0.2027 m0
Strain -1%: hole/electron mass ratio 4.054
Strain -1%: edge occupations e, h 0.7264, 0.2736
Strain -1%: joint density Nr 0.4331 x 10^12 cm^-2
Strain -1%: imbalance factor Phi 1.6157
Strain -1%: n_tr from thermal mass 0.6804 x 10^12 cm^-2
Full n_tr at 0.0% strain: 0.9155 x 10^12 cm^-2
Full n_tr at -0.5% strain: 0.7808 x 10^12 cm^-2
Full n_tr at -1.0% strain: 0.6998 x 10^12 cm^-2
Full n_tr at -1.5% strain: 0.6516 x 10^12 cm^-2
Reduction of n_tr at -1% strain: 23.56 %
Same reduction without mixing: 2.34 %
Ratio of Nr, strained/unstrained: 0.8981
Ratio of Phi, strained/unstrained: 0.8512
Minimum Phi, equal masses: 1.3863
n_tr for masses 0.10, 0.10 m0: 0.7485 x 10^12 cm^-2
n_tr for masses 0.05, 0.15 m0: 0.6192 x 10^12 cm^-2
n_tr for masses 0.05, 0.05 m0: 0.3743 x 10^12 cm^-2
n_tr for masses 0.05, 0.03 m0: 0.2870 x 10^12 cm^-2
```
